Bond Direction and Hopping Between s and p Orbitals

Q: An amorphous semiconductor has bonds pointing every way. Why should the hopping between two s orbitals not change from bond to bond? A sphere looks the same from all sides, but hopping is a matrix element of a Hamiltonian, not a property of one sphere.

A: The Hamiltonian has to be specified first. Take two equal atoms A and B at distance R, with n the unit vector from A to B and the origin at their midpoint:

A = −Rn/2, B = +Rn/2.

In Rydberg units, with lengths in bohr and energies in Ry, let

h_n = −∇² + v(|r − A|) + v(|r − B|).

The potential v is spherical about each atom, and spin-orbit coupling is left out. The s orbital is a real function g(r) of the distance from its own atom. The element in question is

H_ss(n) = ∫ g(|r − A|) h_n g(|r − B|) d³r.

Now turn the bond with a rotation Q, so that the atoms sit at QA and QB. In the new integral substitute r = Qr′. A rotation preserves lengths and volumes, hence

|Qr′ − QA| = |r′ − A|, |Qr′ − QB| = |r′ − B|, d³r = d³r′.

The Laplacian also keeps its form. Every factor has returned to its value for the unturned bond, so

H_ss(Qn) = H_ss(n).

Any direction can be rotated into any other. At fixed R, H_ss is therefore one number. The spherical orbital alone would not have sufficed: the potential had to turn with the bond.

Q: Then the same substitution should make p-p hopping independent of direction too. The potential is the same.

A: It would, if the p orbitals turned with the bond. Here they stay fixed in space. Write

p_i = x_i f(r), i = x, y, z,

with x_i measured from the orbital's own atom, and give the orbitals on A and B the same orientation, positive lobe along the same positive axis. Under r = Qr′ the coordinate factor becomes

(r − QA)_i = Σ_k Q_ik (r′ − A)_k,

and likewise for B. Each orbital contributes one factor of Q:

H_ij(Qn) = Σ_kl Q_ik Q_jl H_kl(n).

The 3 × 3 block turns like a tensor, and a single element of it can change.

Q: Nine numbers that mix under rotation are not yet an interpolation between two values.

A: Put the bond along z, where symmetry removes most of the nine. The reflection x → −x leaves h unchanged and reverses p_x only, so an element containing p_x once equals its own negative:

H_xy = H_yx = H_xz = H_zx = 0.

The reflection y → −y removes H_yz and H_zy in the same way. A quarter turn about z carries p_x into p_y and p_y into −p_x on both atoms, so H_xx = H_yy. Two numbers remain:

H_xx = H_yy = H_π, H_zz = H_σ.

The σ orbital points along the bond and the π orbitals lie across it.

For a general direction choose Q so that it carries the z axis into n. Its third column is then n, that is Q_i3 = n_i. Write the axial block as H_π times the unit matrix, plus H_σ − H_π in the zz place:

H_ij(n) = H_π Σ_k Q_ik Q_jk + (H_σ − H_π) Q_i3 Q_j3.

The rows of a rotation matrix are orthonormal, so the first sum is δ_ij:

H_ij(n) = H_π δ_ij + (H_σ − H_π) n_i n_j.

Two parallel p orbitals share an axis u, a unit vector, and p_u = Σ_i u_i p_i. With u·n = cos θ,

H_uu = Σ_ij u_i u_j H_ij = H_π + (H_σ − H_π) cos²θ
= H_σ cos²θ + H_π (1 − cos²θ)
= H_σ cos²θ + H_π sin²θ.

The weights are non-negative and add to one, so the element stays between its σ and π values. If the two were equal, the p orbitals too would hop isotropically.

Q: Those orbitals overlap. A bare element H_AB changes when I shift the zero of energy, so it is not a hopping amplitude.

A: The objection is right, and the orbitals must be orthogonalized. Let S and H be the full matrices of one shell on both atoms, in normalized orbitals, with S positive definite. The orthogonalized Hamiltonian is

H̃ = S^(−1/2) H S^(−1/2).

The substitution used above applies to the overlap and to the on-site elements as well. With D the matrix that has Q on atom A and Q on atom B,

S(Qn) = D S(n) Dᵀ, H(Qn) = D H(n) Dᵀ.

The matrix D S^(−1/2) Dᵀ is positive, and because DᵀD = 1 its square is D S⁻¹ Dᵀ, the inverse of the turned overlap. It is therefore the required inverse square root, and

H̃(Qn) = D S^(−1/2) Dᵀ D H Dᵀ D S^(−1/2) Dᵀ = D H̃(n) Dᵀ.

For s orbitals Q is replaced by 1. The orthogonalized hoppings, which I call t, obey the same laws:

t_ss(n) = V_ss,
t_ij(n) = V_π δ_ij + (V_σ − V_π) n_i n_j,
t(θ) = V_σ cos²θ + V_π sin²θ.

Q: How do V_σ and V_π follow from the bare elements?

A: With the bond along z, the mirrors separate the matrices into pairs, one orbital on each atom. Let a pair have overlap S, on-site energy ε and bare element H_AB. The two ε are equal because inversion through the midpoint exchanges the atoms. The sum and difference combinations solve the pair problem, with energies

E₊ = (ε + H_AB)/(1 + S), E₋ = (ε − H_AB)/(1 − S).

After orthogonalization the same two energies are ε̃ + t and ε̃ − t, so t is half their difference:

t = [(ε + H_AB)(1 − S) − (ε − H_AB)(1 + S)] / [2(1 − S²)].

In the numerator ε and the products H_AB S cancel, leaving 2H_AB − 2εS. Thus

t = (H_AB − εS)/(1 − S²).

Shifting the energy zero by c changes ε to ε + c and H_AB to H_AB + cS. The numerator does not change, which answers your objection.

Q: I would like to see it with numbers, including the signs.

A: Take a model with round parameters: orbitals exp(−ar²) and x_i exp(−ar²) with a = 0.10 bohr⁻², a Gaussian well of depth 2.0 Ry and width 3.0 bohr on each atom, and R = 6.0 bohr. These are chosen orbitals, not eigenstates of the wells.

The overlaps can be done by hand. With the bond along z,

a|r − A|² + a|r − B|² = 2ar² + aR²/2.

The normalization integral of an s orbital also contains exp(−2ar²), so what survives is

S_ss = exp(−aR²/2) = exp(−1.8) = 0.1653.

For π orbitals the extra factor x² occurs in both the overlap and the norm, and S_π has the same value. For σ orbitals the factor is

(z + R/2)(z − R/2) = z² − R²/4.

The mean of z² with weight exp(−2ar²) is 1/(4a), which is also the norm factor. Hence

S_σ = [1/(4a) − R²/4]/[1/(4a)] × S_ss = (1 − aR²) S_ss = −2.6 × 0.1653 = −0.4298.

With the chosen orientation, the positive lobe of one σ orbital meets the negative lobe of the other between the atoms. At this distance that region outweighs the rest and the overlap is negative; for aR² < 1 it would be positive. Reversing one orbital would reverse the sign of every element that contains it once.

The energy elements, in Ry, are:

s: ε = −0.80965, H_AB = −0.18911
σ: ε = −0.35805, H_AB = +0.26842
π: ε = −0.21335, H_AB = −0.09205

Inserting them gives

V_ss = (−0.18911 + 0.80965 × 0.16530)/(1 − 0.16530²) = −0.0568 Ry = −0.773 eV,
V_σ = (0.26842 − 0.35805 × 0.42978)/(1 − 0.42978²) = +0.1405 Ry = +1.911 eV,
V_π = (−0.09205 + 0.21335 × 0.16530)/(1 − 0.16530²) = −0.0584 Ry = −0.794 eV.

In the σ line −εS is negative because ε and S are both negative. These values belong to orthogonalizing each shell by itself. The s orbital on one atom also overlaps the σ orbital on the other; orthogonalizing s and p together gives V_ss = −0.039 Ry and V_σ = +0.158 Ry, with V_π unchanged, and the directional laws hold as before. The on-site energies along and across the bond differ since ε includes the neighbour's well, which a p orbital pointing at it feels more strongly.

Q: And when the bond turns?

A: Keep both p orbitals along z and tilt the bond by θ. At 60° the law gives

t = 0.25 × 0.14049 − 0.75 × 0.05838 = −0.0087 Ry.

Direct integration for the tilted bond, on a grid that does not turn with it, followed by orthogonalization of the whole shell, gives the same value. At the seven angles tested from 0° to 90°, the largest deviation of any element of the p block from the law is 4 × 10⁻¹³ Ry. The s-s hopping stays at −0.0568 Ry throughout.

Since V_σ and V_π have opposite signs here, the p hopping passes through zero:

V_σ cos²θ₀ + V_π sin²θ₀ = 0, tan²θ₀ = −V_σ/V_π = 0.14049/0.05838 = 2.41, θ₀ = 57.2°.

With equal signs there would be no such angle.

Q: A glass has no single angle. What does a random collection of bonds do?

A: Let the directions be isotropic and keep R fixed. Then c = cos θ is uniformly distributed between −1 and 1, and

⟨c²⟩ = ½ ∫ c² dc = 1/3, ⟨c⁴⟩ = ½ ∫ c⁴ dc = 1/5.

From t = V_π + (V_σ − V_π)c² the mean is

⟨t⟩ = (V_σ + 2V_π)/3 = (0.14049 − 0.11676)/3 = 0.0079 Ry.

The variance of c² is 1/5 − 1/9 = 4/45, so the standard deviation of t is

Δt = |V_σ − V_π| √(4/45) = 2|V_σ − V_π|/(3√5) = 0.298 × 0.19887 = 0.0593 Ry.

The spread is about 7.5 times the mean, because in this model the σ part and the two π parts nearly cancel in the average. For s orbitals the spread due to direction alone is zero.

Q: So p electrons nearly stop hopping across a bond at 57°?

A: No. What vanishes there is the element between two orbitals with that common axis, not the whole block. The block also couples perpendicular orbitals. For a bond at 45° in the xz plane, n_x n_z = 1/2, and

t_xx = t_zz = (V_σ + V_π)/2 = 0.0411 Ry,
t_xz = (V_σ − V_π)/2 = 0.0994 Ry.

The sum and difference of p_x and p_z diagonalize this part of the block, with eigenvalues

0.0411 + 0.0994 = 0.1405 Ry, 0.0411 − 0.0994 = −0.0583 Ry.

Within rounding these are V_σ and V_π again. In general a rotation cannot change the eigenvalues of the block, so turning a single bond redistributes the coupling among the orbitals without removing it.

Q: Then the directional dependence is an artefact of bad axes. Choose better axes and it disappears.

A: For one bond it does. Consider an atom with two bonds, along n and m. Use one common set of p axes for this atom and its two neighbours. Axes adapted to both bonds then exist only if the two blocks commute. The unit-matrix parts commute with everything, and the remainder of the commutator is

(V_σ − V_π)² (n·m)(n mᵀ − m nᵀ).

For V_σ ≠ V_π this vanishes only when the bonds are perpendicular (n·m = 0) or lie on one line (n = ±m). At any other bond angle no common set of p axes suits both bonds. An s shell has one orbital and no axes to choose.

Q: What does this buy for an s-type conduction band? Equal hoppings on a disordered network are still hoppings on a disordered network.

A: A limited but definite statement follows in a simple model. Take a finite closed network with one orthogonal s orbital per atom, the same on-site energy ε everywhere, and z neighbours per atom, all at the same distance. The bond angles may be irregular. Each direct hopping is V, so the amplitudes c_j of a state with energy E obey

(E − ε) c_i = V Σ_j c_j, summed over the z neighbours j of i.

Equal amplitudes on all atoms solve this, with

E = ε + zV.

To locate this state in the band, apply the equation at the atom where |c_i| is largest. No neighbour has a larger amplitude, so |E − ε| ≤ z|V| for every state. When V is negative, ε + zV = ε − z|V| is therefore the lowest possible energy. The band bottom is a state spread evenly over the network, whatever the bond angles.

Put p_z orbitals on the same network. The sum of hoppings at an atom becomes

Σ_j [V_π + (V_σ − V_π) cos²θ_j],

which in general differs from atom to atom, and the equal-amplitude p_z state is also coupled to p_x and p_y. It is then not an eigenstate. There is an exception worth knowing. If the neighbours of every atom form a regular tetrahedron or octahedron, in any orientation, then Σ_j n_j n_jᵀ is z/3 times the unit matrix, the sum is z(V_σ + 2V_π)/3 at every atom, and the coupling to p_x and p_y cancels. The state is then an eigenstate, but with the opposite signs found here it is not the band edge: on the diamond lattice it lies 0.03 Ry above ε, in a band that reaches more than 0.28 Ry to either side. What spoils it is irregular bond angles, not random orientation as such. This comparison does not give a mobility, which also depends on the disorder left out of the model.

Q: You fixed the bond length. In a real glass it varies.

A: It does, and direction independence gives no protection there. For the same model,

R = 5.5 bohr: t_ss = −0.0820 Ry
R = 6.0 bohr: t_ss = −0.0568 Ry
R = 6.5 bohr: t_ss = −0.0381 Ry

Relative to the value at 6.0 bohr, shortening the bond by 8% raises the magnitude by 44%, and lengthening it by 8% lowers the magnitude by 33%. Changes in coordination and on-site energy also spoil the equal-amplitude solution, unless they compensate so that the on-site energy plus the sum of hoppings is the same at every atom.

Q: There is a larger gap. Two atoms in a solid have other atoms around them, and those do not turn with the bond.

A: That is where the proof stops. It needed a potential that turns with the pair, and orbitals orthogonalized within the pair alone. In a solid the orbitals of neighbouring atoms overlap with the pair and enter the orthogonalization, so they too can make the hopping depend on direction. The potential has its own effect. A third well at a fixed point C adds

∫ g(|r − A|) v(|r − C|) g(|r − B|) d³r,

and turning n alone changes the position of C relative to the bond.

The size of the effect depends on the orbitals. For the plain Gaussian s orbitals the product of the two is proportional to exp(−2ar²) whatever the direction, so with the midpoint held fixed this particular integral happens not to change. That is a peculiarity of Gaussians, and it does not protect the orthogonalized hopping: the on-site energies still depend on how far each atom is from C, and they enter the hopping through the overlap. Give the orbital a radial node,

g(r) = (1 − br²) exp(−ar²), b = 0.10 bohr⁻²,

so that it vanishes at r = 1/√b = 3.16 bohr. From |r − A|² = r² + R²/4 + R r·n, and the same with −R r·n for B, the product of the two node factors is

(1 − br² − bR²/4)² − b²R²(r·n)².

The last term depends on the bond direction, and an off-centre well can detect it. Place a third well, equal to the others, on the z axis 4.0 bohr from the midpoint. The bare s-s elements are:

two wells: 0.1695 Ry with the bond along x, 0.1695 Ry with the bond at 45° in the xz plane
three wells: 0.1631 Ry and 0.2088 Ry

The first line shows that a node does no harm to the two-centre rule. The second shows a directional difference of 0.0456 Ry. This difference does not depend on the zero of energy, since the overlap is the same for both directions, but its ratio to a bare element would. After orthogonalization within the pair the hopping is +0.1595 Ry with two wells, and +0.1470 Ry and +0.1876 Ry with three, a difference of about 25%. The positive sign belongs to this model orbital with a node, whose overlap at this distance is negative, −0.039. The geometry is extreme: at 45° the third well is only 2.8 bohr from one atom, less than half the bond length. With the well 8.0 bohr from the midpoint, no closer than 6.2 bohr to either atom, the difference in the orthogonalized hopping falls to 0.005 Ry, about 3%.

Q: In an oxide the atom in between is oxygen, and it has p orbitals of its own. Does the metal s band escape their directionality?

A: Not altogether. An s-p element carries one factor of Q, so it turns like a vector. For a bond along z the mirrors leave only p_z, and therefore

H_s,i(n) = V_sp n_i.

Let n and m point from one oxygen to two metal atoms, with equal distances and orthogonal orbitals. The oxygen p amplitudes c_i at energy E_p obey

(E − E_p) c_i = V_sp (n_i c₁ + m_i c₂),

where c₁ and c₂ are the metal s amplitudes. The equation for metal 1 contains the term V_sp Σ_i n_i c_i. Insert c_i and use n·n = 1:

V_sp Σ_i n_i c_i = [V_sp²/(E − E_p)] (c₁ + n·m c₂).

The factor multiplying c₂ adds to the direct hopping:

t_eff = V_ss + V_sp² cos φ/(E − E_p),

where φ is the metal-oxygen-metal angle. At fixed metal-oxygen distance d the metals are 2d sin(φ/2) apart, so V_ss itself also changes with φ. For a conduction state E lies above E_p. The added term is then negative for a straight bridge, φ = 180°, and zero for a right-angled one. The path through oxygen p orbitals depends on the bridge angle even though both end orbitals are s orbitals.

Q: Then what exactly may I claim for the amorphous oxide?

A: You may claim that the direct two-centre s-s hopping between equal metal atoms at a given distance does not depend on the direction of the bond, while the hopping between parallel p orbitals varies as V_σ cos²θ + V_π sin²θ. How far the conduction band inherits this insensitivity depends on how much of the effective hopping passes through p orbitals, and on how widely the distances, bridge angles and surroundings vary. The numerical output below lists the computed values for the model pair.

Table of computed values

```
orbital exponent a = 0.10 bohr^-2
well depth = 2.0 Ry, well width = 3.0 bohr
bond length R = 6.0 bohr
overlap s-s = 0.16530 (dimensionless)
overlap p-p sigma = -0.42978 (dimensionless)
overlap p-p pi = 0.16530 (dimensionless)
on-site energy s = -0.80965 Ry
on-site energy p along bond = -0.35805 Ry
on-site energy p across bond = -0.21335 Ry
bare element H_AB s-s = -0.18911 Ry
bare element H_AB p-p sigma = 0.26842 Ry
bare element H_AB p-p pi = -0.09205 Ry
hopping V_ss = -0.05683 Ry = -0.773 eV
hopping V_pp_sigma = 0.14049 Ry = 1.911 eV
hopping V_pp_pi = -0.05838 Ry = -0.794 eV
bond angle to z (deg), t_ss (Ry), t between p_z orbitals (Ry):
   0  -0.05683  0.14049
  15  -0.05683  0.12717
  30  -0.05683  0.09077
  45  -0.05683  0.04105
  60  -0.05683  -0.00866
  75  -0.05683  -0.04506
  90  -0.05683  -0.05838
largest deviation from s-s law = 3.0e-15 Ry
largest deviation from p-p law = 4.4e-13 Ry
p_x to p_z hopping, bond at 45 deg in xz plane = 0.09944 Ry
angle of zero parallel-p hopping = 57.19 deg
isotropic mean of parallel-p hopping = 0.00791 Ry
isotropic standard deviation, parallel p = 0.05929 Ry
t_ss at bond length 5.5 bohr = -0.08201 Ry
t_ss at bond length 6.5 bohr = -0.03814 Ry
node parameter b = 0.10 bohr^-2
node radius = 3.162 bohr
third well on z axis at z = 4.0 bohr from midpoint
bare s-s element with node, bond along x / at 45 deg in xz plane:
  two wells:   0.16951 / 0.16951 Ry
  three wells: 0.16314 / 0.20877 Ry
```
